# McWeeny purification as the Newton-Schulz iteration for the matrix sign function

## What symmetry and dimension fix

At zero temperature and without interactions beyond a fixed Hamiltonian $H$, every level below the chemical potential $\mu$ is filled and every level above it is empty. The density matrix $P$ (counted per spin, in an orthonormal basis) then has eigenvalues 1 and 0, so $P^2=P$. Purification takes a matrix that is nearly of this kind and improves it by repeated multiplication. McWeeny's rule is

$$P' = 3P^2-2P^3 .$$

Exchanging filled and empty levels replaces $P$ by $1-P$. The variable suited to this exchange is

$$X = 2P-1,\qquad P=\tfrac12(1+X),$$

because the exchange becomes $X\to -X$. Filled levels have $x=+1$, empty ones $x=-1$.

Suppose a polynomial step $x'=g(x)$ treats filled and empty levels alike. Then $g(-x)=-g(x)$, so $g$ contains odd powers alone. Suppose also that $x=1$ is kept, $g(1)=1$, and that a small error there vanishes to first order, $g'(1)=0$. A linear $g=ax$ fails, since $g(1)=1$ forces slope 1. The next candidate is $g=ax+bx^3$, with

$$a+b=1,\qquad a+3b=0\quad\Rightarrow\quad b=-\tfrac12,\; a=\tfrac32 .$$

So the simplest step with these properties is

$$g(x)=\tfrac12\,x\,(3-x^2).$$

Dimensions add one more fact. $H$ and $\mu$ are energies, but $x$ and $x^3$ can be added only if $x$ is a pure number. The matrix $\mu-H$ must therefore enter as $c(\mu-H)$ with $c$ an inverse energy. For $c>0$ this factor does not change any sign, so it leaves the target, the sign of $\mu-H$, unchanged. Its size does decide how fast the iteration converges, and whether it reaches that target at all.

It remains to show that McWeeny's rule is this $g$, and to find when the iteration leads to the sign of $\mu-H$.

## One level

Take a single level with occupation $p=\frac12(1+x)$. The powers are

$$p^2=\tfrac14(1+2x+x^2),\qquad p^3=\tfrac18(1+3x+3x^2+x^3).$$

Insert them into the rule:

$$p'=3p^2-2p^3=\tfrac14\left[(3+6x+3x^2)-(1+3x+3x^2+x^3)\right]=\tfrac14(2+3x-x^3).$$

The quadratic terms cancel, as the symmetry requires. Then

$$x'=2p'-1=\tfrac12(2+3x-x^3)-1=\tfrac12(3x-x^3)=g(x).$$

Limits: $x=1$ gives $x'=1$, and $x=-1$ gives $x'=-1$, so filled and empty levels are left alone. A half-filled level, $x=0$, also stays where it is.

### Where the number goes

Three cases cover the starts that are safe. Since $g$ is odd, positive $x$ is enough.

*Case $0<x\le 1$.* The change in one step is

$$g(x)-x=\tfrac12(3x-x^3-2x)=\tfrac12x(1-x^2)\ge 0,$$

so the sequence does not fall. It cannot pass 1 either, because

$$1-g(x)=\tfrac12(2-3x+x^3)=\tfrac12(1-x)^2(2+x)\ge 0 .$$

(Multiplying out, $(1-2x+x^2)(2+x)=2-3x+x^3$.) A rising bounded sequence has a limit $L$, and continuity gives $g(L)=L$, that is $L(1-L^2)=0$. Since $L\ge x_0>0$, the limit is $L=1$.

*Case $1<x<\sqrt3$.* Here $3-x^2>0$, so $g(x)>0$, and the last formula gives $g(x)<1$. One step leads into the first case.

*Negative $x$.* By oddness, $-\sqrt3<x<0$ leads to $-1$.

Hence for $0<|x_0|<\sqrt3$ the iteration produces the sign of $x_0$. In terms of the occupation the window is

$$\tfrac12(1-\sqrt3)<p_0<\tfrac12(1+\sqrt3),$$

or $-0.366<p_0<1.366$, with $p_0=\frac12$ excluded.

### How fast

Let $e=1-x^2$ measure the distance from the goal. With $t=x^2$,

$$e'=1-\tfrac14t(3-t)^2=\tfrac14(4-9t+6t^2-t^3)=\tfrac14(1-t)^2(4-t).$$

Since $1-t=e$ and $4-t=3+e$,

$$e'=\tfrac14e^2(3+e).$$

Near the end the new error is about $\frac34$ of the square of the old one: convergence is quadratic.

Near $x=0$ the behaviour is different. There $g(x)\approx\frac32x$, so $|x|$ grows by a factor of about $\frac32$ per step. To bring $|x_0|$ up to some fixed small size $x_*$ takes about

$$n\approx\frac{\ln(x_*/|x_0|)}{\ln(3/2)}$$

steps, after which the number still needed hardly depends on $x_0$. Reducing $|x_0|$ from $10^{-2}$ to $10^{-6}$ should thus cost $\ln(10^4)/\ln(1.5)=22.72$ further steps. The direct count, with $|1-x^2|<10^{-10}$ as the stopping rule, rises from 16 to 39, which is 23 more.

## From one level to a matrix

The algebra of the substitution used nothing except powers of $x$ and the number 1. For a square matrix $P$, the matrices $1$, $X$, $X^2$ and $X^3$ all commute with one another, so the same lines hold with $x$ replaced by $X$:

$$\boxed{\,P'=3P^2-2P^3\quad\Longleftrightarrow\quad X'=\tfrac12X(3-X^2),\qquad X=2P-1\,}$$

This is an identity for each step, not an approximation. It does not require $P$ to be symmetric or nearly idempotent.

The measure of error also carries over:

$$P-P^2=\tfrac12(1+X)-\tfrac14(1+2X+X^2)=\tfrac14(1-X^2).$$

So $P^2=P$ and $X^2=1$ are the same condition.

### Why it bears the name Newton-Schulz

The matrix sign satisfies $X^2=1$. For a number, Newton's method applied to $x^2-1=0$ gives

$$x'=x-\frac{x^2-1}{2x}=\tfrac12\left(x+\frac1x\right),$$

and the matrix form is $X'=\frac12(X+X^{-1})$. This needs an inverse.

Schulz's method finds an inverse by multiplication. To find $y=1/a$, apply Newton's method to $f(y)=1/y-a$, with $f'(y)=-1/y^2$:

$$y'=y+y^2\left(\frac1y-a\right)=y(2-ay).$$

For matrices this is $Y'=Y(2-AY)$. We want the inverse of $A=X$. Near the goal $X^2\approx1$, so $X$ is close to its own inverse and $Y=X$ is a sensible guess. One Schulz step gives

$$X^{-1}\approx X(2-X^2).$$

The error of this replacement is

$$X^{-1}-X(2-X^2)=X^{-1}(1-2X^2+X^4)=X^{-1}(1-X^2)^2,$$

which is of second order in $1-X^2$. The quadratic convergence of Newton's method therefore survives. Inserting the approximate inverse,

$$X'=\tfrac12\left[X+2X-X^3\right]=\tfrac12X(3-X^2).$$

This is the boxed iteration, now reached from the equation $X^2=1$.

## Where $\mu-H$ enters

The boxed identity does not mention $H$. The Hamiltonian comes in through the starting matrix. Let $H$ be Hermitian with orthonormal eigenvectors $|i\rangle$ and levels $\varepsilon_i$, none equal to $\mu$. The matrix sign is defined by

$$\mathrm{sign}(\mu-H)=\sum_i \mathrm{sign}(\mu-\varepsilon_i)\,|i\rangle\langle i| .$$

It has eigenvalue $+1$ for levels below $\mu$ and $-1$ for levels above. Consequently

$$P=\tfrac12\left[1+\mathrm{sign}(\mu-H)\right]$$

is the projector onto the filled levels. The order $\mu-H$ matters: $H-\mu$ would give the projector onto the empty levels.

Start from

$$X_0=c(\mu-H),\qquad P_0=\tfrac12\left[1+c(\mu-H)\right],\qquad c>0 .$$

Every iterate is a polynomial in $X_0$, so the vectors $|i\rangle$ remain eigenvectors throughout, and

$$X_n=\sum_i x_i^{(n)}|i\rangle\langle i|,\qquad x_i^{(n+1)}=g\big(x_i^{(n)}\big),\qquad x_i^{(0)}=c(\mu-\varepsilon_i).$$

The matrix problem is a set of independent one-level problems. If $0<|c(\mu-\varepsilon_i)|<\sqrt3$ for all $i$, each $x_i$ tends to the sign of $\mu-\varepsilon_i$, and

$$X_n\to\mathrm{sign}(\mu-H),\qquad P_n\to\tfrac12\left[1+\mathrm{sign}(\mu-H)\right].$$

That is the statement sought, with its conditions.

### Choosing $c$ without knowing the levels

Let $v$ be an eigenvector with level $\varepsilon$, and let $v_i$ be its largest component in magnitude. Row $i$ of $Hv=\varepsilon v$ reads $(\varepsilon-H_{ii})v_i=\sum_{j\ne i}H_{ij}v_j$. Dividing by $v_i$ and using $|v_j/v_i|\le1$,

$$|\varepsilon-H_{ii}|\le\sum_{j\neq i}|H_{ij}| .$$

This is Gershgorin's bound. It gives numbers $\varepsilon_{\rm low}$ and $\varepsilon_{\rm high}$ that enclose the spectrum. The choice

$$c=\frac{1}{\max(\mu-\varepsilon_{\rm low},\;\varepsilon_{\rm high}-\mu)}$$

then ensures $|x_i^{(0)}|\le1$, which is inside the window.

## A ring of twelve sites

Take a model ring of 12 sites, one orbital each, with site energies alternating between $+1$ and $-1$ eV, hopping $-2$ eV between neighbours, and $\mu=0.3$ eV. Each row has two neighbours, so the off-diagonal sum is 4 eV and the bounds are $-1-4=-5$ eV and $1+4=5$ eV. The scale factor is

$$c=\frac1{\max(0.3+5,\;5-0.3)}=\frac1{5.3}=0.188679\ \text{eV}^{-1}.$$

Diagonalization, used here for comparison, puts six levels below $\mu$. The levels next to the gap lie at $-1$ and $+1$ eV. Their starting values are

$$x=0.188679\times(0.3+1)=0.245283,\qquad x=0.188679\times(0.3-1)=-0.132075 .$$

The first step for the upper one is

$$\tfrac12(-0.132075)(3-0.017444)=-0.19696 .$$

Selected steps of the matrix iteration are:

| step | $x$ below gap | $x$ above gap | $\mathrm{tr}\,P$ | norm of $X^2-1$ |
|---|---|---|---|---|
| 0 | 0.2453 | −0.1321 | 6.3396 | 0.98 |
| 1 | 0.3605 | −0.1970 | 6.3457 | 0.96 |
| 4 | 0.8837 | −0.5992 | 6.1586 | 0.64 |
| 7 | 1.0000 | −0.9946 | 6.0027 | $1.1\times10^{-2}$ |
| 8 | 1.0000 | −1.0000 | 6.0000 | $8.9\times10^{-5}$ |
| 9 | 1.0000 | −1.0000 | 6.0000 | $5.9\times10^{-9}$ |

The norm is the largest $|1-x_i^2|$. It belongs to the level at $+1$ eV, which is nearest to $\mu$ and so has the smallest $|x|$. This order persists, because $g'(x)=\frac32(1-x^2)\ge0$ for $|x|\le1$. The last rows show the quadratic law: $\frac14(0.011)^2(3.011)\approx9\times10^{-5}$, and $\frac34(8.9\times10^{-5})^2=5.9\times10^{-9}$.

The trace, which is the number of electrons per spin, is not conserved. It starts at

$$\mathrm{tr}\,P_0=\tfrac12\left[12+c\,(12\mu-\mathrm{tr}\,H)\right]=\tfrac12\left[12+0.188679\times3.6\right]=6.3396,$$

where $\mathrm{tr}\,H=0$ because the site energies cancel. It first rises slightly and then falls to 6. The iteration works at fixed $\mu$; the electron number is a result.

After 10 steps the band energy per spin, $\mathrm{tr}(PH)$, is $-16.8063$ eV, equal to the sum of the six lowest levels from diagonalization. The program runs the McWeeny steps and the Newton-Schulz steps separately and tests at each step that $2P-1=X$.

## Where the result fails

**A level at $\mu$.** Then $x_0=0$, and $g(0)=0$ keeps the occupation at $\frac12$. In exact arithmetic the limit is not a projector, and $\mathrm{sign}(0)$ cannot be $\pm1$. With $\mu$ moved onto the level at 1 eV, its occupation was still 0.5 after 20 steps. This fixed point is unstable, since $g'(0)=\frac32$. In double precision a rounding error of about $10^{-16}$ grows to order one in roughly $\ln(10^{16})/\ln(1.5)\approx 91$ steps. In the matrix iteration, where the products carry such errors, a long run therefore ends as a rule in a projector in which rounding has decided whether the level is filled or empty. (A single number $p=\frac12$ is stored and mapped exactly and stays where it is.) A level close to $\mu$ does converge, at the logarithmic cost found above.

**Too large a scale factor.** At $x=\sqrt3$ one step gives 0, and just beyond it the sign flips. For $x_0=1.80$,

$$g(1.80)=\tfrac12(1.80)(3-3.24)=-0.216,$$

which then tends to $-1$, the wrong sign. A start at 2.20 goes to $-2.024$, then to 1.110, and ends at $+1$; the correct sign there is an accident of two flips. At $x=\sqrt5$, $g(\sqrt5)=-\sqrt5$, a two-cycle. For $|x|>\sqrt5$, $|g(x)|=|x|(x^2-3)/2>|x|$, with a factor that grows from step to step, so the iteration diverges.

A wrong sign leaves no mark on the idempotency of the final matrix. It can be foreseen at the start, since $|x|>\sqrt3$ for some level makes the norm of $X_0^2-1$ exceed 2. In the ring, choose $c$ so that the lowest level, at $-4.1231$ eV, starts at $x=1.80$:

$$c=\frac{1.80}{0.3+4.1231}=0.40695\ \text{eV}^{-1}.$$

The iteration converges to a matrix with $P^2=P$ to rounding error, but its trace is 5 and its band energy is $-12.6832$ eV. The difference from the correct energy is $4.1231$ eV: the lowest level has been emptied. Idempotency alone does not show that the right levels are filled.

**A start with the wrong eigenvectors.** For any Hermitian $X_0$ whose eigenvalues satisfy $0<|x_i|<\sqrt3$, the argument above gives $\mathrm{sign}(X_0)$ as the limit, whether or not $X_0$ is built from $H$. For a Hermitian $P_0$ with eigenvalues in the window and none equal to $\frac12$, the limit is the projector onto those eigenvectors *of $P_0$* whose eigenvalue exceeds $\frac12$. As a test, random symmetric noise was added to the correct projector of the ring. Purification gave an idempotent matrix with trace 6, but with band energy $-16.618$ eV, which is 0.188 eV above the correct value. The norm of $PH-HP$ was 0.84 eV, whereas a function of $H$ would commute with $H$. Purification removed the fractional occupations and kept the error in the orbitals.

The equivalence of the two iterations thus holds for any $P$, while the link to $\mu-H$ comes from the start. The choice $P_0=\frac12[1+c(\mu-H)]$, with no level at $\mu$ and $c|\mu-\varepsilon_i|<\sqrt3$ for every level, is sufficient. By the last paragraph, any Hermitian $P_0$ with eigenvalues in the window and none equal to $\frac12$, whose eigenvectors with eigenvalue above $\frac12$ span the filled levels, reaches the same projector. The numerical check covers the identity, the error laws, the window and the three failing runs on the ring; the figure of 91 steps for the growth of rounding errors is an estimate from $g'(0)=\frac32$.

## Table of computed values

```
sites 12, site energies +-1.0 eV, hopping -2.0 eV, mu 0.3 eV
lowest, highest level: -4.1231, 4.1231 eV
levels next to the gap: -1.0000, 1.0000 eV
levels below mu: 6
Gershgorin bounds: -5.0000, 5.0000 eV
scale factor c: 0.188679 1/eV
step, x below gap, x above gap, trace P, norm of X^2-1
 0   0.245283  -0.132075   6.339623   9.8e-01
 1   0.360546  -0.196961   6.345668   9.6e-01
 2   0.517385  -0.291621   6.290538   9.1e-01
 3   0.706828  -0.425032   6.223031   8.2e-01
 4   0.883675  -0.599156   6.158593   6.4e-01
 5   0.980490  -0.791190   6.095124   3.7e-01
 6   0.999433  -0.939150   6.030142   1.2e-01
 7   1.000000  -0.994558   6.002721   1.1e-02
 8   1.000000  -0.999956   6.000022   8.9e-05
 9   1.000000  -1.000000   6.000000   5.9e-09
10   1.000000  -1.000000   6.000000   4.2e-16
band energy, purification: -16.806344 eV
band energy, diagonalization: -16.806344 eV
largest element of P - projector: 1.1e-15
too large c: 0.406954 1/eV, x of lowest level 1.80
  final trace 5.000000, band energy -12.683239 eV
  norm of P^2-P: 2.8e-16
noisy start: final trace 6.000000, band energy -16.617969 eV
  norm of P^2-P: 3.5e-16
  norm of PH-HP: 0.8378 eV (start from mu-H: 9.3e-15 eV)
mu on a level: its occupation after 20 steps 0.500000
window for x: +-1.732051; for p: -0.366025 to 1.366025
two-cycle at x = +-2.236068
x0 = 1.80 ends at -1.0000; x0 = 2.20 ends at 1.0000
x0 = 1e-01: 10 steps until |1-x^2| < 1e-10
x0 = 1e-02: 16 steps until |1-x^2| < 1e-10
x0 = 1e-04: 28 steps until |1-x^2| < 1e-10
x0 = 1e-06: 39 steps until |1-x^2| < 1e-10
extra steps from 1e-2 to 1e-6: 23, law ln(1e4)/ln(1.5) = 22.72
```
